# How Fast Unbranched Monte Carlo Weights Lose Their Effective Sample Size: a program that tests the result

```python
"""
Result under test: walkers that are never branched carry weights
    w = exp(-(1/hbar) * integral of (E_L - E_T) dt)
whose logarithm diffuses, Var(ln w) -> 2 sigma^2 tau_c t / hbar^2, and the
population value of ESS/N = <w>^2/<w^2> decays as exp(-Gamma t).
Gamma is 2 sigma^2 tau_c / hbar^2 for weak fluctuations; in general it is
2 lambda(1) - lambda(2), where <w^q> ~ exp(-lambda(q) t), if <w^2> exists.

Symbols: E_L local energy, sigma^2 its variance, tau_c its integrated
correlation time, t imaginary time, N walkers, M independent oscillators of
frequency omega, a the frequency of the Gaussian trial function
exp(-m a x^2 / (2 hbar)), ESS = (sum w)^2 / sum w^2.
Program units: hbar = m = omega = 1. E_T is set to the mean local energy.
"""
import numpy as np
from scipy import constants, integrate, stats

MODES, WALKERS, A = 40, 4000, 0.95
DT = 0.1
LOG_N = np.log(WALKERS)
rng = np.random.default_rng(2024)


# ---------- formulas under test, per mode ----------
def lognormal_rate(a):
    return (1 - a**2)**2 / (8 * a**3)


def third_cumulant_rate(a):
    return -3 * (1 - a**2)**3 / (16 * a**5)


def true_rate(a):
    return 1 - (a + np.sqrt(2 - a**2)) / 2


def ess_fraction(log_weights):
    w = np.exp(log_weights - log_weights.max())
    return w.sum()**2 / (w**2).sum() / len(w)


# ---------- local energy from its definition H psi / psi ----------
def local_energy_numeric(x, a, h=1e-3):
    def psi(y):
        return np.exp(-a * y**2 / 2)
    second = (psi(x + h) - 2 * psi(x) + psi(x - h)) / h**2
    return -second / (2 * psi(x)) + x**2 / 2


nodes, node_weights = np.polynomial.hermite.hermgauss(20)
prob = node_weights / node_weights.sum()
energy_nodes = local_energy_numeric(nodes / np.sqrt(A), A)
mean_energy = prob @ energy_nodes
var_energy = prob @ (energy_nodes - mean_energy)**2
var_formula = (1 - A**2)**2 / (8 * A**2)
assert abs(mean_energy - (1 + A**2) / (4 * A)) < 1e-5
assert abs(var_energy / var_formula - 1) < 2e-3
x_test = 0.7
assert abs(local_energy_numeric(x_test, A)
           - (A / 2 + (1 - A**2) * x_test**2 / 2)) < 1e-5


# ---------- moments of w from diagonalization ----------
def position_matrix(size, a):
    off = np.sqrt(np.arange(1, size) / (2 * a))
    return np.diag(off, 1) + np.diag(off, -1)


def weighted_spectrum(q, a, size=70):
    """Decay rates and overlaps for <w^q>, one mode, stationary start."""
    x = position_matrix(size + 4, a)
    x2 = (x @ x)[:size, :size]
    operator = np.diag(a * np.arange(size))
    operator = operator + q * (1 - a**2) / 2 * (x2 - np.eye(size) / (2 * a))
    values, vectors = np.linalg.eigh(operator)
    return values, vectors[0]**2


def moment(q, a, t):
    values, overlaps = weighted_spectrum(q, a)
    return overlaps @ np.exp(-values * t)


def lowest(q, a):
    return weighted_spectrum(q, a)[0][0]


def population_fraction(t):
    return (moment(1, A, t)**2 / moment(2, A, t))**MODES


rate_scan = []
for a_scan in (0.8, 0.95, 1.05, 1.3):
    spectral = 2 * lowest(1, a_scan) - lowest(2, a_scan)
    assert abs(spectral / true_rate(a_scan) - 1) < 1e-6
    rate_scan.append((a_scan, lognormal_rate(a_scan), spectral))

h = 0.1
lam = {k: lowest(k * h, A) for k in (-2, -1, 0, 1, 2)}
k2_numeric = -(lam[1] - 2 * lam[0] + lam[-1]) / h**2
k3_numeric = (lam[2] - 2 * lam[1] + 2 * lam[-1] - lam[-2]) / (2 * h**3)
# <w^q> ~ exp(-lambda t): every cumulant rate is minus a derivative of lambda
k3_numeric = -k3_numeric
assert abs(k2_numeric / lognormal_rate(A) - 1) < 2e-3
assert abs(k3_numeric / third_cumulant_rate(A) - 1) < 5e-3

slope = -np.log(population_fraction(100) / population_fraction(50)) / 50
gamma_true = MODES * true_rate(A)
gamma_lognormal = MODES * lognormal_rate(A)
assert abs(slope / gamma_true - 1) < 1e-5


# ---------- relaxation of the mixed energy estimate ----------
def energy_excess(t):
    values, overlaps = weighted_spectrum(1, A)
    factors = overlaps * np.exp(-values * t)
    return factors @ (values - values[0]) / factors.sum()


assert abs(energy_excess(3) / energy_excess(2) / np.exp(-2) - 1) < 0.01


# ---------- direct simulation of the walkers ----------
def excess_local_energy(x):
    return (1 - A**2) / 2 * (np.einsum('ij,ij->j', x, x) - MODES / (2 * A))


def simulate(record_times, resample=False):
    """Exact drift-diffusion steps; trapezoid rule for the log weight."""
    record_steps = {int(round(t / DT)): t for t in record_times}
    decay = np.exp(-A * DT)
    kick = np.sqrt((1 - decay**2) / (2 * A))
    x = rng.standard_normal((MODES, WALKERS)) / np.sqrt(2 * A)
    energy = excess_local_energy(x)
    log_w = np.zeros(WALKERS)
    recorded = {}
    for step in range(1, max(record_steps) + 1):
        x *= decay
        x += kick * rng.standard_normal((MODES, WALKERS))
        new_energy = excess_local_energy(x)
        log_w -= DT * (energy + new_energy) / 2
        energy = new_energy
        if step in record_steps:
            recorded[record_steps[step]] = log_w.copy()
            if resample:
                p = np.exp(log_w - log_w.max())
                chosen = rng.choice(WALKERS, WALKERS, p=p / p.sum())
                x, energy = x[:, chosen], energy[chosen]
                log_w = np.zeros(WALKERS)
    return recorded


def variance_formula(t):
    tau = 1 / (2 * A)
    return gamma_lognormal * (t - tau * (1 - np.exp(-t / tau)))


runs = simulate((1, 5, 10, 20, 40, 50, 100))
table = []
for t, log_w in runs.items():
    # sampling error of a variance from 4000 walkers is about 2.5 percent
    assert abs(log_w.var() / variance_formula(t) - 1) < 0.10
    table.append((t, log_w.var(), variance_formula(t), stats.skew(log_w),
                  ess_fraction(log_w), population_fraction(t)))
for t in (5, 10, 20):
    # the rare large weights give up to about 14 percent noise at t = 20
    assert abs(ess_fraction(runs[t]) / population_fraction(t) - 1) < 0.30

skew_late = stats.skew(runs[100])
skew_formula = (third_cumulant_rate(A) / lognormal_rate(A)**1.5
                / np.sqrt(MODES * 100))
assert abs(skew_late - skew_formula) < 0.16   # four standard errors
assert abs(stats.skew(runs[1])) > 2 * abs(skew_late)
gauss_distance = stats.kstest(runs[100] / np.sqrt(variance_formula(100)),
                              'norm').statistic
assert gauss_distance < 0.035

branched = simulate(range(5, 41, 5), resample=True)
branched_min = min(ess_fraction(v) for v in branched.values())
assert branched_min > 0.6 > 2 * ess_fraction(runs[40])


# ---------- general correlation formula on a quartic perturbation ----------
def quartic_covariance(s):
    """Covariance of x^4 at two times of the walk with a = 1."""
    rho = np.exp(-s)
    first = nodes[:, None]
    later = rho * first + np.sqrt(1 - rho**2) * nodes[None, :]
    joint = prob[:, None] * prob[None, :]
    mean = prob @ nodes**4
    return np.sum(joint * first**4 * later**4) - mean**2


correlation_rate = 2 * integrate.quad(quartic_covariance, 0, 30)[0]


def quartic_rate(g, size=60):
    x = position_matrix(size + 8, 1.0)
    x4 = np.linalg.matrix_power(x, 4)[:size, :size]
    level = [np.linalg.eigvalsh(np.diag(np.arange(size)) + q * g * x4)[0]
             for q in (1, 2)]
    return 2 * level[0] - level[1]


quartic_ratios = [(g, quartic_rate(g) / (correlation_rate * g**2))
                  for g in (0.002, 0.001, 0.0005)]
errors = [abs(r - 1) for _, r in quartic_ratios]
assert errors[2] < 0.02 and errors[0] > errors[1] > errors[2]
assert abs(errors[1] / errors[2] - 2) < 0.1   # first-order correction in g


# ---------- divergence of <w^2> for a poor trial function ----------
A_BAD = 1.5
nu = np.sqrt(A_BAD**2 - 2)
blowup_time = 2 * np.arctan(A_BAD / nu) / nu


def path_instability(t, points=500):
    """<w^2> is finite only while this largest eigenvalue is below one."""
    step = t / points
    times = (np.arange(points) + 0.5) * step
    gap = np.abs(times[:, None] - times[None, :])
    covariance = np.exp(-A_BAD * gap) / (2 * A_BAD)
    return 2 * (A_BAD**2 - 1) * step * np.linalg.eigvalsh(covariance)[-1]


instability = path_instability(blowup_time)
assert abs(instability - 1) < 1e-3
assert path_instability(0.9 * blowup_time) < 1
assert path_instability(1.1 * blowup_time) > 1

# ---------- what a finite sample reports for log-normal weights ----------
sample_ratios = []
for share in (0.125, 0.5, 1.0):
    variance = share * LOG_N
    draws = np.sqrt(variance) * rng.standard_normal((300, WALKERS))
    median = np.median([ess_fraction(row) for row in draws])
    sample_ratios.append((share, median / np.exp(-variance)))
assert abs(sample_ratios[0][1] - 1) < 0.15
assert sample_ratios[2][1] > 3

# ---------- estimates and printed numbers ----------
lifetime = LOG_N / gamma_true
tail_time = 0.5 * LOG_N / gamma_lognormal
projection_time = 3.0
mode_limit = LOG_N / (true_rate(A) * projection_time)
quantum_ev = 0.1
time_unit_fs = constants.hbar / (quantum_ev * constants.e) * 1e15

print(f"modes M = {MODES}, walkers N = {WALKERS}, ln N = {LOG_N:.3f}")
print(f"trial frequency a = {A} omega, time step = {DT} /omega")
print(f"mean local energy, all modes = {MODES*mean_energy:.4f} hbar omega")
print(f"exact ground energy, all modes = {MODES/2:.4f} hbar omega")
print(f"sigma, one mode = {np.sqrt(var_energy):.5f} hbar omega")
print(f"sigma, all modes = {np.sqrt(MODES*var_energy):.4f} hbar omega")
print(f"correlation time tau_c = {1/(2*A):.4f} /omega")
print(f"log-normal rate, one mode = {lognormal_rate(A):.6f} omega")
print(f"true rate, one mode = {true_rate(A):.6f} omega")
print(f"third-cumulant rate, one mode = {k3_numeric:.6f} omega")
print(f"log-normal rate, all modes = {gamma_lognormal:.5f} omega")
print(f"true rate, all modes = {gamma_true:.5f} omega")
print("t (1/omega): Var ln w sampled, formula; skewness;"
      " ESS/N sampled, population")
for t, v, vf, sk, es, ep in table:
    print(f"  {t:3d}: {v:.4f}, {vf:.4f}; {sk:.3f}; {es:.4f}, {ep:.4f}")
print(f"skewness formula at t = 100 /omega: {skew_formula:.3f}")
print(f"largest gap to Gaussian distribution, t = 100: {gauss_distance:.4f}")
print(f"resampled every 5 /omega to t = 40: lowest ESS/N = {branched_min:.3f}")
print("a/omega: log-normal rate (omega), true rate (omega), true/log-normal")
for a_scan, ln_rate, ex_rate in rate_scan:
    print(f"  {a_scan:.2f}: {ln_rate:.6f}, {ex_rate:.6f},"
          f" {ex_rate/ln_rate:.3f}")
print(f"quartic test, correlation rate / g^2 = {correlation_rate:.4f} omega")
for g, ratio in quartic_ratios:
    print(f"  g = {g:.4f}: true rate / correlation rate = {ratio:.4f}")
print(f"a = {A_BAD} omega: <w^2> diverges at t = {blowup_time:.3f} /omega")
print(f"  path eigenvalue there (one expected) = {instability:.5f}")
print("Var ln w / ln N: median sampled ESS over population ESS")
for share, ratio in sample_ratios:
    print(f"  {share:.3f}: {ratio:.2f}")
print(f"time when Var ln w = (ln N)/2: {tail_time:.1f} /omega")
print(f"time when population ESS = 1: {lifetime:.1f} /omega")
print(f"energy excess at t = 0: {MODES*energy_excess(0):.5f} hbar omega")
print(f"excess left at t = 3 /omega: {energy_excess(3)/energy_excess(0):.5f}"
      " of the start")
print(f"modes with population ESS = 1 at t = 3 /omega: {mode_limit:.0f}")
print(f"for hbar omega = {quantum_ev} eV: 1/omega = {time_unit_fs:.4f} fs")
print(f"  true rate, all modes = {gamma_true/time_unit_fs:.6f} /fs")
print(f"  time when population ESS = 1: {lifetime*time_unit_fs:.0f} fs")
print("all tests passed")
```

Printed output:

```
modes M = 40, walkers N = 4000, ln N = 8.294
trial frequency a = 0.95 omega, time step = 0.1 /omega
mean local energy, all modes = 20.0263 hbar omega
exact ground energy, all modes = 20.0000 hbar omega
sigma, one mode = 0.03629 hbar omega
sigma, all modes = 0.2295 hbar omega
correlation time tau_c = 0.5263 /omega
log-normal rate, one mode = 0.001386 omega
true rate, one mode = 0.001192 omega
third-cumulant rate, one mode = -0.000225 omega
log-normal rate, all modes = 0.05544 omega
true rate, all modes = 0.04767 omega
t (1/omega): Var ln w sampled, formula; skewness; ESS/N sampled, population
    1: 0.0306, 0.0306; -0.397; 0.9719, 0.9719
    5: 0.2543, 0.2480; -0.353; 0.8069, 0.8050
   10: 0.5318, 0.5252; -0.287; 0.6468, 0.6343
   20: 1.0417, 1.0796; -0.137; 0.4285, 0.3938
   40: 2.1393, 2.1883; -0.110; 0.1910, 0.1518
   50: 2.7468, 2.7427; -0.106; 0.1012, 0.0942
  100: 5.4217, 5.5146; -0.061; 0.0060, 0.0087
skewness formula at t = 100 /omega: -0.069
largest gap to Gaussian distribution, t = 100: 0.0160
resampled every 5 /omega to t = 40: lowest ESS/N = 0.799
a/omega: log-normal rate (omega), true rate (omega), true/log-normal
  0.80: 0.031641, 0.016905, 0.534
  0.95: 0.001386, 0.001192, 0.860
  1.05: 0.001134, 0.001318, 1.161
  1.30: 0.027088, 0.071612, 2.644
quartic test, correlation rate / g^2 = 5.2500 omega
  g = 0.0020: true rate / correlation rate = 0.9548
  g = 0.0010: true rate / correlation rate = 0.9768
  g = 0.0005: true rate / correlation rate = 0.9883
a = 1.5 omega: <w^2> diverges at t = 4.996 /omega
  path eigenvalue there (one expected) = 1.00002
Var ln w / ln N: median sampled ESS over population ESS
  0.125: 1.02
  0.500: 2.18
  1.000: 26.52
time when Var ln w = (ln N)/2: 74.8 /omega
time when population ESS = 1: 174.0 /omega
energy excess at t = 0: 0.02632 hbar omega
excess left at t = 3 /omega: 0.00248 of the start
modes with population ESS = 1 at t = 3 /omega: 2320
for hbar omega = 0.1 eV: 1/omega = 6.5821 fs
  true rate, all modes = 0.007243 /fs
  time when population ESS = 1: 1145 fs
all tests passed
```
